**Question.** Two electrons fill the K shell of an atom with nuclear charge $Z$. They repel each other as charges, and because charge also moves in the shell, they interact magnetically. How large is the magnetic energy compared with the Coulomb repulsion, how does it grow with $Z$, and what does it amount to in neon, krypton and mercury?

**Answer.** The scaling follows from a length and a speed. The numerical coefficient takes more care, because one must know which current flows in an s orbital.

## The estimate

I use Hartree atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, in which the speed of light is $c=1/\alpha$ with $\alpha\approx 1/137$. At first each electron is taken to move in the field of the bare point nucleus, without relativistic corrections. Its orbital and density are

$$\varphi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad n(r)=\varphi^2=\frac{Z^3}{\pi}e^{-2Zr}.$$

The size of the orbital is about $1/Z$, so two unit charges in it repel each other with an energy of about $Z$.

The speed follows from $\nabla\varphi=-Z\varphi\,\hat{\mathbf r}$:

$$\langle p^2\rangle=\int|\nabla\varphi|^2d^3r=Z^2\int\varphi^2d^3r=Z^2 .$$

The root-mean-square speed is therefore $Z$, and $v/c=Z\alpha$.

Now compare magnetic with electric energy. For steady currents, in the Lorenz gauge, a charge $q_2$ with velocity $\mathbf v_2$ contributes a scalar potential $q_2/r_{12}$ and a vector potential $q_2\mathbf v_2/(c^2r_{12})$. In the Hamiltonian, where the canonical momentum is held fixed, a second charge $q_1$ has the interaction term $q_1(\phi-\mathbf v_1\cdot\mathbf A)$ to first order in $\mathbf A$. For two electrons $q_1q_2=1$, which gives

$$V=\frac{1}{r_{12}}\left(1-\frac{\mathbf v_1\cdot\mathbf v_2}{c^2}\right).$$

The magnetic term is smaller than the electric one by a factor of order $(v/c)^2=(Z\alpha)^2$. Hence

$$\frac{E_{\rm mag}}{E_{\rm C}}\sim(Z\alpha)^2,\qquad E_{\rm mag}\sim(Z\alpha)^2\,Z=\alpha^2Z^3\ \text{hartree}.$$

One factor of $Z$ comes from the small distance and two come from the speeds. The argument fixes neither the sign nor the numerical factor, since it ignores the directions of the velocities.

## Which current flows?

There is an apparent objection. A real orbital has no orbital current, because $\mathrm{Im}(\varphi^*\nabla\varphi)=0$. If nothing circulates, what interacts magnetically? The answer is the current due to spin, which the Dirac equation supplies.

In that equation the electron has an upper two-component part $u$ and a lower part $l$, and

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr,\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix}.$$

The bold $\boldsymbol\alpha$ is a set of matrices, not the constant $\alpha$. The velocity operator is $i[H,\mathbf r]=c\boldsymbol\alpha$, so the interaction above becomes $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)/r_{12}$. This is the exchange of one photon in Feynman gauge when the photon carries no energy. That condition holds here, because both electrons have the same orbital energy.

For slow electrons the lower row of the Dirac equation reads $c\,\boldsymbol\sigma\cdot\mathbf p\,u\approx2c^2\,l$. With $u=\varphi\chi$, where $\chi$ is the spin state,

$$l=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}u=-\frac{i}{2c}(\partial_j\varphi)\,\sigma_j\chi .$$

Repeated indices are summed. The current is

$$j_i=c\,(u^\dagger\sigma_i l+l^\dagger\sigma_i u)
=-\frac i2\,\varphi\,\partial_j\varphi\;\chi^\dagger(\sigma_i\sigma_j-\sigma_j\sigma_i)\chi .$$

Insert $\varphi\,\partial_j\varphi=\tfrac12\partial_jn$ and $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$. The factors $-\tfrac i2\cdot\tfrac12\cdot2i$ give $\tfrac12$, so, as an operator on the spin,

$$\mathbf j=\tfrac12\nabla n\times\boldsymbol\sigma=-Z\,n\,\hat{\mathbf r}\times\boldsymbol\sigma .$$

The last form uses $\nabla n=-2Zn\,\hat{\mathbf r}$. For spin along $z$ the current circles the $z$ axis, and its speed $|\mathbf j|/n$ is $Z\sin\theta$. The speed is again of order $Z$, so the estimate survives although there is no orbital current.

## The coefficient

The two electrons share one orbital, so their spins form a singlet $|S\rangle$. Its total spin vanishes, $(\boldsymbol\sigma_1+\boldsymbol\sigma_2)|S\rangle=0$, and we may replace $\sigma_{2j}$ by $-\sigma_{1j}$:

$$\langle\sigma_{1i}\sigma_{2j}\rangle=-\langle\sigma_{1i}\sigma_{1j}\rangle=-\delta_{ij}-i\epsilon_{ijk}\langle\sigma_{1k}\rangle=-\delta_{ij},$$

since neither spin has a preferred direction. Write $n_1=n(r_1)$ and $n_2=n(r_2)$. The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ gives

$$\langle\mathbf j_1\cdot\mathbf j_2\rangle=\tfrac14\left[(-3)-(-1)\right]\nabla_1n_1\cdot\nabla_2n_2=-\tfrac12\nabla_1n_1\cdot\nabla_2n_2 .$$

The $-3$ is $\langle\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\rangle$, and the $-1$ comes from the second product. The magnetic energy is the average of $-\mathbf j_1\cdot\mathbf j_2/(c^2r_{12})$:

$$E_{\rm mag}=\frac{\alpha^2}{2}\iint\frac{\nabla_1n_1\cdot\nabla_2n_2}{r_{12}}\,d^3r_1d^3r_2 .$$

Integrate by parts once in each variable. The two minus signs cancel, and both derivatives act on $1/r_{12}$. Since $1/r_{12}$ depends on $\mathbf r_1-\mathbf r_2$ alone, $\nabla_2=-\nabla_1$ on it, and

$$\nabla_1\cdot\nabla_2\frac1{r_{12}}=-\nabla_1^2\frac1{r_{12}}=4\pi\delta(\mathbf r_1-\mathbf r_2).$$

Therefore

$$E_{\rm mag}=2\pi\alpha^2\int n^2\,d^3r .$$

This contact formula holds at leading order in $\alpha^2$ for any doubly occupied real s orbital. For the hydrogenic density,

$$\int n^2d^3r=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4Zr}dr=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi},$$

and so

$$E_{\rm mag}=+\frac{\alpha^2Z^3}{4}.$$

The sign is positive, as for opposed currents, which repel. That classical picture gives only part of the size. One spin up and one spin down along a fixed axis contribute the $zz$ term of $-\delta_{ij}$ alone, and after averaging over directions this is one third of $E_{\rm mag}$. The other two thirds come from the $xx$ and $yy$ terms, because in the singlet the spins are opposed along every axis.

The Coulomb energy is needed to the same standard. A spherical shell of charge acts outside as if concentrated at its centre and gives a constant potential inside, so the angular average of $1/r_{12}$ is $1/r_>$, with $r_>$ the larger radius. In the variable $x=2Zr$ the radial probability is $\tfrac12x^2e^{-x}dx$. Take electron 1 as the outer one and double the result:

$$E_{\rm C}=2\cdot2Z\int_0^\infty\frac{x}{2}e^{-x}\left[1-e^{-x}\left(1+x+\tfrac{x^2}{2}\right)\right]dx .$$

The bracket is the probability that electron 2 lies inside. The integrals are elementary:

$$E_{\rm C}=2Z\left[1-\left(\tfrac14+\tfrac14+\tfrac3{16}\right)\right]=\frac{5Z}{8},\qquad
\frac{E_{\rm mag}}{E_{\rm C}}=\frac25(Z\alpha)^2 .$$

The estimate has the right power of $Z$ and is four times too large for the energy in this model.

## Does the answer depend on the gauge?

In Coulomb gauge the charges still interact through $1/r_{12}$, but the magnetic operator looks different. With $\mathbf d=\mathbf r_1-\mathbf r_2$ it is

$$-\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}+\frac{(\boldsymbol\alpha_1\cdot\mathbf d)(\boldsymbol\alpha_2\cdot\mathbf d)}{r_{12}^3}\right].$$

Both currents have the form of a radial function times $\hat{\mathbf r}\times\boldsymbol\sigma$, so it is enough to compare the angular parts. Let $x$ now be the cosine of the angle between $\mathbf r_1$ and $\mathbf r_2$. The singlet average used above gives

$$\langle(\hat{\mathbf r}_1\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf r}_2\times\boldsymbol\sigma_2)\rangle=-3x+x=-2x .$$

For the second term, $(\hat{\mathbf r}_1\times\boldsymbol\sigma_1)\cdot\mathbf d=\boldsymbol\sigma_1\cdot(\mathbf d\times\hat{\mathbf r}_1)$, and likewise for electron 2. The cross products are $\mathbf d\times\hat{\mathbf r}_1=r_2\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2$ and $\mathbf d\times\hat{\mathbf r}_2=r_1\,\hat{\mathbf r}_1\times\hat{\mathbf r}_2$. The singlet average of the product is thus $-r_1r_2(1-x^2)$. The two gauges give the angular functions

$$K_{\rm F}=\frac{2x}{r_{12}},\qquad K_{\rm C}=\frac{x}{r_{12}}+\frac{r_1r_2(1-x^2)}{2r_{12}^3}.$$

From $r_{12}^2=r_1^2+r_2^2-2r_1r_2x$ follows $d(1/r_{12})/dx=r_1r_2/r_{12}^3$. Integration by parts, with $1-x^2=0$ at both ends, gives

$$\int_{-1}^1\frac{r_1r_2(1-x^2)}{2r_{12}^3}dx=\int_{-1}^1\frac{x}{r_{12}}dx .$$

The integrals of $K_{\rm F}$ and $K_{\rm C}$ are equal, and so are the energies. The proof uses the equal orbital energies and the form of the K-shell current. It does not cover pairs of electrons from different shells.

## Heavy atoms

In mercury $Z\alpha$ is not small, and the slow-electron current needs checking. The Dirac 1s state has $u=g\chi/\sqrt{4\pi}$ and $l=if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi/\sqrt{4\pi}$. The two rows of the Dirac equation then become

$$c\left(f'+\frac{2f}{r}\right)=\left(E-c^2+\frac Zr\right)g,\qquad -c\,g'=\left(E+c^2+\frac Zr\right)f .$$

Try $g\propto r^{\gamma-1}e^{-Zr}$ and $f=\kappa g$ with constant $\kappa$. The $1/r$ terms of the two equations require

$$\kappa=\frac{Z\alpha}{1+\gamma}\quad\text{and}\quad\kappa=\frac{1-\gamma}{Z\alpha},\qquad\text{hence}\quad\gamma=\sqrt{1-(Z\alpha)^2}.$$

The constant terms are both satisfied by $E=\gamma c^2$.

The density is now $n=(g^2+f^2)/4\pi$. The commutator used before gives the current $\mathbf j=-c\,(2gf/4\pi)\,\hat{\mathbf r}\times\boldsymbol\sigma$. Since $\kappa^2=(1-\gamma)/(1+\gamma)$, we have $1+\kappa^2=2/(1+\gamma)$, and

$$\frac{2gf}{g^2+f^2}=\frac{2\kappa}{1+\kappa^2}=\kappa(1+\gamma)=Z\alpha .$$

So $\mathbf j=-Zn\,\hat{\mathbf r}\times\boldsymbol\sigma$ holds for the Dirac 1s state too, with the Dirac density in place of the old one.

Insert this current into the Feynman-gauge energy, with the angular function $2x/r_{12}$. The expansion of $1/r_{12}$ in Legendre polynomials contains the term $x\,r_</r_>^2$, where $r_<$ is the smaller radius. The average of $x^2$ over directions is $\tfrac13$, and the other terms drop out by orthogonality. Hence

$$E_{\rm mag}=\frac23(Z\alpha)^2\left\langle\frac{r_<}{r_>^2}\right\rangle,\qquad E_{\rm C}=\left\langle\frac1{r_>}\right\rangle .$$

Because $r_<\le r_>$, the ratio of the two energies stays below $\tfrac23(Z\alpha)^2$.

In the non-relativistic limit the average in $E_{\rm mag}$ must be $3Z/8$ to reproduce $\alpha^2Z^3/4$. This shows where the factor $\tfrac14=\tfrac23\cdot\tfrac38$ comes from: $\tfrac23$ from directions and spins, $\tfrac38$ from the radial distribution. The prefactor $\tfrac23(Z\alpha)^2$ is the same in both treatments, so any relativistic change of $E_{\rm mag}$ in this model comes from the changed radial density.

## Neon, krypton and mercury

The estimate is $(Z\alpha)^2$ times $Z$:

- Neon, $Z=10$: $v/c=0.073$, and $0.005325\times10=0.0533$ hartree, or 1.45 eV.
- Krypton, $Z=36$: $v/c=0.263$, and $0.06901\times36=2.48$ hartree, or 67.6 eV.
- Mercury, $Z=80$: $v/c=0.584$, and $0.3408\times80=27.3$ hartree, or 742 eV.

The next table gives the magnetic energies with their coefficients, in hartree, and the ratio to the Coulomb repulsion from the Dirac orbitals.

| Atom | $\alpha^2Z^3/4$ | Dirac $E_{\rm mag}$ | Dirac ratio |
|---|---|---|---|
| Ne | 0.0133 | 0.0133 | 0.0021 |
| Kr | 0.621 | 0.634 | 0.0275 |
| Hg | 6.82 | 7.69 | 0.132 |

The Dirac energies correspond to 0.363 eV, 17.3 eV and 209 eV. The numerical check obtains them by integrating the pair energy with explicit four-component orbitals, and it tests that the two gauges agree.

From neon to mercury $Z$ grows eightfold, so the estimate grows by $8^3=512$ and the ratio $(Z\alpha)^2$ by 64. A correction of about 0.2% of the repulsion in neon becomes about 13% in mercury.

For mercury the Dirac density raises $E_{\rm mag}$ by 13% over $\alpha^2Z^3/4$. It raises the Coulomb energy by more, from 50.0 to 58.1 hartree, or 16%. The ratio is therefore 0.132, slightly below the value 0.136 of $\tfrac25(Z\alpha)^2$. A uniform shrinking of the density would multiply $\langle r_</r_>^2\rangle$ and $\langle1/r_>\rangle$ by the same factor. The lower ratio thus shows that the density changes its shape as well as its size.

## How far to trust the numbers

The numbers above use the field of a bare nucleus. In an atom the other electrons screen it and spread the 1s density. For neon, the contact formula with a non-relativistic Hartree–Fock 1s orbital (uncontracted cc-pVTZ basis) gives 0.0118 hartree, which is 0.89 of the bare-nucleus value 0.0133. If one expresses this through an effective charge in $\alpha^2Z^3/4$, that charge is $10\times0.89^{1/3}\approx9.6$. If the charge is lowered by a similar few tenths in heavier atoms, the relative effect on $Z^3$ is smaller there, but this was not computed.

Hartree–Fock leaves out electron correlation, which keeps the two electrons apart and matters for a contact quantity: in the two-electron ion Ne$^{8+}$ the density for finding both electrons at the same point is about 0.91 of $Z^3/8\pi$ in the mean field and about 0.82 with a correlated wave function. The bare-nucleus values leave out every exchange of more than one photon, whereas Hartree–Fock includes repeated Coulomb exchange in the form of a mean field. Neither calculation includes the self-energy, vacuum polarization or the finite size of the nucleus. The Dirac values are thus first-order results of a model, not predictions of measured energies.

First-order theory with hydrogenic orbitals also needs the repulsion, of order $Z$, to be small beside the nuclear attraction, of order $Z^2$. The relative error from this source is of order $1/Z$, so the coefficient $\tfrac14$ is least reliable for the lightest atoms. For outer shells the bare charge $Z$ sets neither the radius nor the typical speed, and $\alpha^2Z^3$ should not be used there.

## Table of computed values

```
fine-structure constant alpha = 0.00729735; 1/alpha = 137.0360
1 hartree = 27.2114 eV
rms speed of 1s electron, Z=10: 10.0000 a.u.
Z=1 check: E_C = 0.62501 hartree
Z=1 check: E_mag/alpha^2 = 0.25000 hartree
--- neon, Z = 10
v/c = Z alpha = 0.07297; (Z alpha)^2 = 0.005325
estimate alpha^2 Z^3 = 0.05325 hartree = 1.449 eV
non-rel. E_C = 5Z/8 = 6.2500 hartree
non-rel. E_mag = alpha^2 Z^3/4 = 0.01331 hartree = 0.362 eV
non-rel. ratio E_mag/E_C = 0.002130
Dirac E_C = 6.2623 hartree
Dirac E_mag, Feynman gauge = 0.01333 hartree = 0.363 eV
Dirac E_mag, Coulomb gauge = 0.01333 hartree
Dirac ratio E_mag/E_C = 0.002129
Dirac E_mag / non-rel. E_mag = 1.0016
estimate / Dirac E_mag = 3.994
--- krypton, Z = 36
v/c = Z alpha = 0.26270; (Z alpha)^2 = 0.069014
estimate alpha^2 Z^3 = 2.48450 hartree = 67.607 eV
non-rel. E_C = 5Z/8 = 22.5000 hartree
non-rel. E_mag = alpha^2 Z^3/4 = 0.62112 hartree = 16.902 eV
non-rel. ratio E_mag/E_C = 0.027606
Dirac E_C = 23.0981 hartree
Dirac E_mag, Feynman gauge = 0.63435 hartree = 17.262 eV
Dirac E_mag, Coulomb gauge = 0.63435 hartree
Dirac ratio E_mag/E_C = 0.027463
Dirac E_mag / non-rel. E_mag = 1.0213
estimate / Dirac E_mag = 3.917
--- mercury, Z = 80
v/c = Z alpha = 0.58379; (Z alpha)^2 = 0.340809
estimate alpha^2 Z^3 = 27.26469 hartree = 741.910 eV
non-rel. E_C = 5Z/8 = 50.0000 hartree
non-rel. E_mag = alpha^2 Z^3/4 = 6.81617 hartree = 185.478 eV
non-rel. ratio E_mag/E_C = 0.136323
Dirac E_C = 58.0956 hartree
Dirac E_mag, Feynman gauge = 7.68667 hartree = 209.165 eV
Dirac E_mag, Coulomb gauge = 7.68667 hartree
Dirac ratio E_mag/E_C = 0.132311
Dirac E_mag / non-rel. E_mag = 1.1277
estimate / Dirac E_mag = 3.547
--- neon with screening, Hartree-Fock, uncontracted cc-pVTZ
Hartree-Fock total energy = -128.5319 hartree
E_mag from contact formula = 0.01184 hartree
E_mag from current integral = 0.01185 hartree
screened / bare-nucleus E_mag = 0.8893
```
